Comment on reduced-mass recoil in the Dirac energy of hydrogenlike ions

**The argument under review**

The manuscript treats one electron of mass m bound to a spinless point nucleus of charge Z and mass M. It starts from the Dirac level in the fixed Coulomb field and corrects for the motion of the nucleus in three steps. It recalls that in the centre-of-mass frame a two-body problem is a one-body problem with the reduced mass μ = mM/(m + M). It then replaces m by μ in the Dirac energy. It concludes that this accounts for nuclear recoil to first order in m/M.

The first step is a theorem about the Schrödinger equation with a potential depending on the separation. The question is whether the second and third steps follow from it. I use ħ = c = 1 and write

V = -Zα/r,  ε = m f,

where ε is the Dirac energy including rest energy. For the Coulomb field f depends on Zα and the quantum numbers but not on m, because the potential brings in no length of its own.

The replacement must at least be made in the energy without rest energy, m(f - 1). The rest energies of the two particles add up to m + M and are not altered by their relative motion. With μ = m(1 - m/M + …), the authors' recoil shift is, to first order in m/M,

ΔE_red = (μ - m)(f - 1) = (m²/M)(1 - f).   (1)

**Where the inference breaks**

In the Schrödinger problem the total momentum is set to zero, so the nucleus has momentum P = -p, and

p²/(2m) + p²/(2M) = p²/(2μ).

The nuclear kinetic energy has the same form as the electronic one and is absorbed by a change of mass. The Dirac Hamiltonian

h = α·p + βm + V

is linear in p. Adding p²/(2M) to it does not give a Dirac Hamiltonian with another mass. What the authors have in effect added is the first-order change of βm - m under m → μ, namely the operator (m²/M)(1 - β). This has to be compared with the recoil operator that the physics supplies.

There is a second omission. A moving nucleus is a current, and it interacts magnetically with the current of the electron. For two slow charges q₁ and q₂ at distance r, the Breit interaction is

-(q₁q₂/2r)[v₁·v₂ + (v₁·r̂)(v₂·r̂)].

The velocity operator of a Dirac electron is α. The nuclear velocity is P/M = -p/M, and the product of the charges is -Zα. The two minus signs from the prefactor and the charges cancel, and the one from P = -p remains. Together with the kinetic energy this gives the Shabaev-Palmer operator for one electron,

H_M = (1/2M){p² - (Zα/r)[α + (α·r̂)r̂]·p}.   (2)

The order of the factors in the magnetic term does not matter. With K_ij = (δ_ij + r̂_i r̂_j)/r,

∂_j K_ij = -r_i/r³ + (r_i + 3r_i)/r³ - 3r_i/r³ = 0,

so p commutes through K and the operator is Hermitian.

Equation (2) is first order in m/M and belongs to the Breit approximation. Retardation, the exchange of two transverse photons with the nucleus, and the Coulomb contribution through negative-energy intermediate states are absent. Together they give a QED recoil whose known order is (Zα)⁵m²/M, with a logarithm of Zα for s states. Nuclear size and spin are also left out. The recoil shift computed below is the expectation value of (2), with these restrictions.

**Radial form of the Dirac state**

Write the upper and lower parts of the Dirac state as

ψ = (1/r)(G Ω_κ, iF Ω_-κ),  ∫(G² + F²)dr = 1,

with real G and F, and with spin-angle functions obeying σ_r Ω_κ = -Ω_-κ and σ·L Ω_κ = -(κ + 1)Ω_κ. Here σ_r = σ·r̂, and likewise α_r = α·r̂. From σ·p = -iσ_r(∂_r - σ·L/r) one finds

σ·p (G/r)Ω_κ = (i/r)(G' + κG/r)Ω_-κ,
σ·p (iF/r)Ω_-κ = -(1/r)(F' - κF/r)Ω_κ.

The Dirac equation hψ = εψ then becomes

G' = -κG/r + (ε + m - V)F,
F' = κF/r - (ε - m - V)G.   (3)

**The kinetic part**

Since (α·p)² = p², the mean of p² is the squared norm of α·pψ. The Dirac equation gives α·pψ = (ε - V - βm)ψ. As V commutes with β and β² = 1,

⟨p²⟩ = ε² - 2ε⟨V⟩ + ⟨V²⟩ - 2εm⟨β⟩ + 2m⟨βV⟩ + m².   (4)

**The magnetic part**

Because -Zα/r = V, the second term in the braces of (2) is Vα·p + Vα_r(r̂·p). Its first piece follows from the Dirac equation again:

⟨Vα·p⟩ = ε⟨V⟩ - ⟨V²⟩ - m⟨βV⟩.   (5)

For the second piece, r̂·p = -i∂_r. Acting on the two parts of ψ,

σ_r(-i∂_r)(iF/r)Ω_-κ = -(F/r)'Ω_κ,
σ_r(-i∂_r)(G/r)Ω_κ = i(G/r)'Ω_-κ.

In the expectation value the terms from differentiating 1/r cancel, and

⟨Vα_r(r̂·p)⟩ = ∫V W dr,  W = FG' - GF'.

Inserting (3) into W gives

W = (ε - V)(G² + F²) - m(G² - F²) - 2κGF/r.   (6)

Now ⟨β⟩ = ∫(G² - F²)dr, and similarly for ⟨βV⟩, so that

⟨Vα_r(r̂·p)⟩ = ε⟨V⟩ - ⟨V²⟩ - m⟨βV⟩ - 2κ∫(VGF/r)dr.   (7)

Adding (4), (5) and (7), the terms in ε⟨V⟩ cancel as -2 + 1 + 1, those in m⟨βV⟩ as 2 - 1 - 1, and those in ⟨V²⟩ leave 1 - 1 - 1 = -1:

2M⟨H_M⟩ = ε² + m² - 2εm⟨β⟩ - ⟨V²⟩ - 2κ∫(VGF/r)dr.   (8)

**One identity for the remaining integrals**

Put A = G² + F², B = G² - F² and C = GF. Equations (3) give

A' = -2κB/r + 4mC,
B' = -2κA/r + 4(ε - V)C,
C' = mA - (ε - V)B.

Differentiate W = (ε - V)A - mB - 2κC/r:

W' = -V'A + (ε - V)A' - mB' - 2κC'/r + 2κC/r².

The three middle terms are

(ε - V)A' = -2κ(ε - V)B/r + 4m(ε - V)C,
-mB' = 2κmA/r - 4m(ε - V)C,
-2κC'/r = -2κmA/r + 2κ(ε - V)B/r.

Their sum is zero, hence

W' = -V'A + 2κC/r².   (9)

Near the origin G and F behave as r^γ with γ = √(κ² - (Zα)²), so W is at most of order r^(2γ-1). It vanishes there if γ > 1/2, and it decays exponentially at infinity. The same condition makes ⟨r⁻²⟩ finite. For κ = ±1 it reads (Zα)² < 3/4, which holds for integer Z up to 118. Beyond that the separate integrals in (8) diverge and the derivation in this form stops.

Integrate (9) as it stands. With V' = Zα/r²,

Zα⟨r⁻²⟩ = 2κ∫(GF/r²)dr.   (10)

Multiplied by Zα, this says that ⟨V²⟩ = -2κ∫(VGF/r)dr. The last two terms of (8) therefore cancel.

Next multiply (9) by r and integrate. By parts, the left side is -∫W dr, which (6) evaluates:

-ε + ⟨V⟩ + m⟨β⟩ + 2κ∫(C/r)dr = -⟨rV'⟩ + 2κ∫(C/r)dr.

The integrals over C cancel. For the Coulomb field rV' = -V, so the terms in V cancel too, and

m⟨β⟩ = ε.   (11)

Equation (8) becomes ε² + m² - 2ε², and the recoil shift is

ΔE = ⟨H_M⟩ = (m² - ε²)/(2M) = (m²/2M)(1 - f²).   (12)

Both cancellations used V' = -V/r. For an extended nucleus the potential differs from this inside the charge distribution, and (12) does not carry over. As a rough measure, a uniformly charged sphere with its potential V put in place of -Zα/r in (2) lowers the 1s value for M = 100 u by about 0.1 meV at Z = 40 (rms radius 4.3 fm) and by about 13 meV at Z = 80 (5.45 fm), the latter about a quarter of the gap found below.

**What the manuscript leaves out**

Subtract (1) from (12), using 1 - f² = (1 - f)(1 + f):

δ = (m²/2M)(1 - f)[(1 + f) - 2] = -(m²/2M)(1 - f)².   (13)

To lowest order the binding energy is that of the Schrödinger equation, so 1 - f = (Zα)²/(2n²) + O((Zα)⁴), and

δ = -(Zα)⁴m²/(8n⁴M) + O((Zα)⁶m²/M).   (14)

This is of the same order in Zα and m/M as the relativistic correction that the authors obtain by scaling the fine structure with μ. They therefore keep one part of that order and drop another. Relative to their own shift (1), the missing part is -(1 - f)/2. It disappears in the nonrelativistic limit, where the reduced mass is right.

The comparison of operators explains this limit. By (11) the mean of (m²/M)(1 - β) is (m²/M)(1 - f), in agreement with (1). It also equals (2m²/M)∫F²dr. For a slow electron the small component is the large one acted on by σ·p/(2m), so this becomes ⟨p²⟩/(2M). The two recoil operators have the same mean to leading order and part company at the next.

The leading term of δ depends on n but not on j. The authors' fine-structure splitting within one n is therefore correct to order (Zα)⁴m²/M, although the positions of the levels are not. In addition, (12) depends on the state through ε alone, so states that are degenerate in the Dirac-Coulomb problem, such as 2s1/2 and 2p1/2, remain degenerate under H_M.

**A check that uses no Dirac wave function**

The authors may suspect that δ is an artefact of combining a Dirac electron with a nonrelativistic nucleus. The Breit-Pauli Hamiltonian, which expands both motions in powers of velocity, settles this for the leading term. For an s state and a spinless nucleus, its corrections to the Schrödinger energy that matter at first order in m/M are

-p⁴/(8m³) + (πZα/2m²)δ³(r) - (Zα/2mM)p_i K_ij p_j.

The last term is the magnetic term of (2) with the electron velocity p/m in place of α. Spin-orbit coupling does not act on s states, and the nuclear p⁴ term is of order 1/M³.

Take 1s, with φ = √(a³/π)e^(-ar) and a = μZα. Then -∇²φ = (2a/r - a²)φ, and with ⟨1/r⟩ = a and ⟨r⁻²⟩ = 2a²,

⟨p⁴⟩ = 4a²(2a²) - 4a³(a) + a⁴ = 5a⁴.

The density at the nucleus is a³/π. In the magnetic term ∂_iφ = -a r̂_i φ and r̂_i K_ij r̂_j = 2/r, so its matrix element is a²⟨2/r⟩ = 2a³. The correction of order (Zα)⁴ is therefore

E₄ = (Zα)⁴[-5μ⁴/(8m³) + μ³/(2m²) - μ³/(mM)].

Expand with μ⁴ = m⁴(1 - 4m/M) and μ³ = m³(1 - 3m/M):

E₄ = (Zα)⁴m[-1/8 + (5/2 - 3/2 - 1)m/M] = -(Zα)⁴m/8 + 0·(m²/M).

Scaling the fixed-nucleus value -(Zα)⁴m/8 with μ would instead give a recoil part +(Zα)⁴m²/(8M). The true value minus the scaled one is -(Zα)⁴m²/(8M), which is (14) for n = 1. The same calculation for 2s1/2, 2p1/2 and 2p3/2, with the spin-orbit term Zα[1/(2m²) + 1/(mM)]L·S/r³ included for the p states (the 1/(mM) part is the coupling of the electron spin to the magnetic field of the moving nucleus; since ⟨r⁻³⟩ scales as μ³, the factor μ³(1 + 2m/M)/(2m²) equals μ/2 to first order, so the splitting scales with μ), gives -1/128 in units of (Zα)⁴m²/M each time, as (14) requires.

The zero in E₄ also agrees with (12). For the 1s state f = √(1 - (Zα)²), so that

ΔE(1s) = (Zα)²m²/(2M).

Within the model of (2) the 1s recoil shift has its nonrelativistic value at every Z for which the derivation holds. The relativistic increase of ⟨p²⟩/(2M) is cancelled by the magnetic part. The authors' formula contains neither of these two contributions as such; by (13) its shift is too large by (m²/2M)(1 - f)².

**Size of the effect in a model ion**

I take round parameters, Z = 40 and M = 100 u, for a point nucleus without spin. The values come from the expectation value of (2) on numerically diagonalized Dirac states, and they are collected in the numerical output. The unit of all recoil shifts is m²c²/M = 2803.24 meV.

For 1s1/2, f = 0.956451, so 1 - f = 0.043549. The authors' formula gives

ΔE_red = 2803.24 meV × 0.043549 = 122.08 meV.

The operator gives a kinetic part of 142.73 meV and a magnetic part of -23.31 meV, hence

ΔE = 142.73 meV - 23.31 meV = 119.42 meV.

This agrees with (12), since 2803.24 meV × 0.043549 × 1.956451/2 = 119.42 meV. The gap is

δ = 119.42 meV - 122.08 meV = -2.66 meV,

or -2.2 % of the operator value. Its leading term (14), with Zα = 0.291894, is -2.54 meV. For comparison, the Dirac energy without rest energy is -22253.7 eV.

The decomposition carries a warning for the revision. Adding ⟨p²⟩/(2M) alone, evaluated with Dirac functions, would not repair the manuscript. It overshoots the operator value by 23.31 meV, about nine times the size of the error to be removed. The kinetic and magnetic parts have to be taken together.

For n = 2 the gaps are -0.168 meV for 2s1/2 and 2p1/2 and -0.161 meV for 2p3/2, both slightly larger in magnitude than the common leading value of -0.159 meV. In the 2p splitting most of the gap drops out: 0.007 meV remains, which is of higher order in Zα.

Now let Z vary for 1s1/2 at the same M, which isolates the dependence on Z and does not describe a series of real nuclei. The last column is the scale (Zα)⁵m²/(πM) of the omitted QED recoil.

Z | gap (meV) | gap/leading term | QED scale (meV)
10 | -0.00996 | 1.003 | 0.00185
20 | -0.161 | 1.011 | 0.059
40 | -2.66 | 1.045 | 1.89
80 | -49.6 | 1.218 | 60.5

The third column follows from (13). For 1s, 1 - f = (Zα)²/2 + (Zα)⁴/8 + …, so the ratio is 1 + (Zα)²/2 + …. At Z = 40 this gives 1.043, and the next orders supply the rest of 1.045. At Z = 80 the power law (14) is no longer a good substitute for (13).

The last column limits what may be claimed. It is a scale without its state-dependent coefficient, not a computed correction. The ratio of this scale to the leading gap is 8Zα/π for 1s, which tends to zero for small Zα, though slowly. For s states the omitted coefficient contains the logarithm of Zα, so this ratio does not bound the QED recoil even at low Z. For 1s, Salpeter's leading coefficient is -(2/3)ln(Zα) - (8/3)ln k₀ + (14/3)ln 2 + 62/9 with the Bethe logarithm ln k₀ = 2.984; it is about 5.4 at Z = 1 and 3.9 at Z = 10. It is positive, so the QED recoil is opposite in sign to δ: about a tenth of |δ| at Z = 1, about 0.7 of it at Z = 10, and larger than |δ| by Z = 20. Once it exceeds |δ|/2, which in this expansion happens near Z = 7 for 1s and Z = 3 for 2s, the value (1) lies by accident nearer the full first-order recoil than (12) taken alone. At Z = 40 even the bare scale is comparable to the gap, and at Z = 80 it exceeds it. Replacing (1) by (12) makes the Breit-level recoil correct, but it does not by itself make the total recoil accurate to the size of δ, unless Zα is so small that the QED recoil is negligible beside δ. This caution is not confined to heavy ions.

**Requested changes**

The statement that the reduced mass accounts for recoil to first order in m/M should be withdrawn. For a point nucleus the authors can keep their Dirac energies and replace (m²/M)(1 - f) by (m²/2M)(1 - f²), which needs no new integrals. They should name the approximation, Breit level and first order in m/M, and add the QED recoil for s states, since beyond the lightest ions it is comparable to δ or larger and has the opposite sign; where it is not added, an uncertainty of that size must be stated. Their fine-structure splittings within one n may stand to order (Zα)⁴m²/M, with the reason given: the missing term is the same for all j at that order.

Calculated quantities

```
Inverse fine-structure constant: 137.035999
Electron rest energy: 510998.951 eV
Model nuclear mass M: 100 u
Mass ratio m/M: 5.485799e-06
Recoil unit m^2 c^2/M: 2803.2376 meV
Model ion Z = 40, state 1s1/2:
  Z alpha: 0.291894
  f = eps/(m c^2): 0.95645064
  mean of beta: 0.95645064
  Dirac energy without rest energy: -22253.676 eV
  Z alpha <r^-2>: 0.05696650 (m c/hbar)^2
  2 kappa int GF/r^2 dr: 0.05696650 (m c/hbar)^2
  kinetic part <p^2>/2M: 142.7273 meV
  magnetic part: -23.3064 meV
  sum, full operator: 119.4210 meV
  reduced-mass value: 122.0792 meV
  gap, operator minus reduced mass: -2.6582 meV
  leading term of the gap: -2.5437 meV
  gap / operator value: -2.226 %
Z = 40: state, operator, reduced mass, gap, leading (meV)
  1s1/2   119.42096   122.07919    -2.65824    -2.54373
  2s1/2    30.51980    30.68777    -0.16797    -0.15898
  2p1/2    30.51980    30.68777    -0.16797    -0.15898
  2p3/2    29.85524    30.01594    -0.16070    -0.15898
1s1/2, M fixed: Z, operator, reduced mass, gap, leading (meV),
  gap/leading, QED recoil scale (Z alpha)^5 m^2/(pi M) (meV)
  10    7.46381    7.47377   -0.00996   -0.00994 1.00267 0.00185
  20   29.85524   30.01594   -0.16070   -0.15898 1.01079 0.05909
  40  119.42096  122.07919   -2.65824   -2.54373 1.04501 1.89076
  80  477.68383  527.27221  -49.58837  -40.69970 1.21840 60.50435
Breit-Pauli gap in units (Z alpha)^4 m^2/M:
  1s1/2: -1/8
  2s1/2: -1/128
  2p1/2: -1/128
  2p3/2: -1/128
```
